# Film thickness from a picosecond acoustic echo

## The problem

An aluminium film lies on a thick tantalum substrate. In a pump-probe measurement a short laser pulse, the pump, heats the free surface of the film. A second, weaker pulse, the probe, reads the reflectivity of the same surface after an adjustable delay. On top of a slow thermal background the trace shows an acoustic echo, centred 25 ps after the heating pulse. Longitudinal sound travels through aluminium at 6420 m/s. How thick is the film, and how many digits of the answer deserve trust?

## A tempting solution

Distance is speed times time, so

$$
d = vt = (6420\ \text{m/s})(25\times10^{-12}\ \text{s}) = 160.5\times10^{-9}\ \text{m} = 160.5\ \text{nm}.
$$

The units are right and the size is reasonable for a metal film, so nothing in the result itself gives a warning.

## Where it fails

The product $vt$ is the length of the path that the sound has covered. The solution takes this path to be the film thickness. That would be correct if the sound were launched at one face and detected at the other. Here both happen at the free surface. The pulse must go down to the substrate, be reflected, and come back before the probe can see it, so the path is $2d$.

The wrong answer can be refuted by asking what it predicts. In a film 160.5 nm thick the sound would need 25 ps to reach the substrate and another 25 ps to return. The echo would appear at 50 ps, not at 25 ps.

## The right solution

The path down and back is covered at constant speed:

$$
2d = vt .
$$

Dividing by 2,

$$
d = \frac{vt}{2} = \frac{160.5\ \text{nm}}{2} = 80.25\ \text{nm}.
$$

The film is about 80 nm thick, and the sound reaches the substrate after 12.5 ps.

One step still rests on trust. The sound pulse is not a point: it has a width, and it changes sign when it is reflected at the free surface. It has to be shown which feature of the echo arrives at $2d/v$, and that the reflections add no delay of their own.

## Why the centre of the echo marks the round trip

**The wave equation.** The laser spot is taken to be much wider than the film is thick, so that all motion is along the depth $z$, measured inward from the free surface. Let $u(z,t)$ be the displacement, $w=\partial u/\partial t$ the material velocity, $\rho$ the density and $M$ the elastic modulus for longitudinal strain. Stress $\sigma$ is positive in tension. Heated material that cannot yet expand is under a pressure $P(z)$, so

$$
\sigma = M\frac{\partial u}{\partial z} - P(z), \qquad \rho\,\frac{\partial w}{\partial t} = \frac{\partial \sigma}{\partial z}.
$$

The heating is assumed to be sudden, and the heat then to stay in place, so $P$ does not depend on time after $t=0$. Differentiating the first equation twice in time removes $P$, and the second equation replaces the acceleration:

$$
\frac{\partial^2\sigma}{\partial t^2} = M\frac{\partial}{\partial z}\frac{\partial w}{\partial t} = v^2\,\frac{\partial^2\sigma}{\partial z^2}, \qquad v^2=\frac{M}{\rho}.
$$

**The launch.** Just after the heating nothing has moved: $u=0$ and $w=0$. The stress is then $F(z)=-P(z)$, a compression. A stress pattern at rest splits into two equal halves,

$$
\sigma = \tfrac12F(z-vt)+\tfrac12F(z+vt),
$$

until a boundary is met. At $t=0$ this gives $F$. Its time derivative there is $-\tfrac12vF'+\tfrac12vF'=0$, as it must be for material at rest. The first half moves down, the second moves up towards the surface.

**Stress and velocity in a travelling wave.** For a downward wave $\sigma=g(z-vt)$ the momentum equation reads $\rho\,\partial w/\partial t=g'$. Since $\partial g/\partial t=-vg'$, the solution is $w=-g/(\rho v)$. With the impedance $Z=\rho v$,

$$
w=-\frac{\sigma}{Z}\ \text{(down)},\qquad w=+\frac{\sigma}{Z}\ \text{(up)}.
$$

**The two reflections.** At the free surface the total stress vanishes, so the reflected stress is $-1$ times the incoming one. At the substrate let the incoming, reflected and transmitted stresses be $I$, $R$ and $X$. For a perfect bond the stress and the velocity are continuous:

$$
I+R=X,\qquad -\frac{I}{Z_f}+\frac{R}{Z_f}=-\frac{X}{Z_s},
$$

where $f$ stands for film and $s$ for substrate. Multiplying the second equation by $-Z_f$ and inserting the first gives

$$
I-R=\frac{Z_f}{Z_s}(I+R).
$$

Collecting $I$ and $R$,

$$
I\left(1-\frac{Z_f}{Z_s}\right)=R\left(1+\frac{Z_f}{Z_s}\right),
\qquad
r\equiv\frac RI=\frac{Z_s-Z_f}{Z_s+Z_f}.
$$

Both factors are real numbers that do not depend on the shape of the pulse. They change its size and sign but do not delay it.

**The state after one round trip.** Consider the piece of stress that starts at depth $z$.

- The downward half, $\tfrac12F(z)$, travels $d-z$ to the substrate and is multiplied by $r$. It travels $d$ up to the surface and is multiplied by $-1$. It then travels $z$ down. It is back at depth $z$, moving down, after a path $(d-z)+d+z=2d$.
- The upward half travels $z$ to the surface, $d$ to the substrate and $d-z$ up again. It has collected the same two factors, is back at depth $z$ moving up, and has also covered $2d$.

Nothing else contributes. A wave entering the film from the substrate would have to start there, and the substrate was initially at rest and free of stress. It is also taken to be thick enough that no sound returns from its far side. At the time $T=2d/v$ the stress in the film is therefore

$$
\sigma(z,T)=-\tfrac r2F(z)-\tfrac r2F(z)=-rF(z).
$$

The two halves carry equal stresses in opposite directions, so their velocities $-\sigma/Z$ and $+\sigma/Z$ cancel. The film is again at rest, with its initial stress pattern multiplied by $-r$. This holds for any heating profile confined to the film.

**Symmetry of the echo.** The wave equation contains the second time derivative, so a state at rest has the same future as past. The film's state at $T$ is such a state, but the substrate now carries an outgoing wave and is not at rest. The symmetry therefore holds at depth $z$ for as long as the interface has no influence there, that is for times $T\pm a$ with $va<d-z$. For $a=4$ ps the sound covers 26 nm, which leaves the outer 54 nm of the film undisturbed. The probe looks at roughly the outermost 8 nm, so the echo it sees is very nearly symmetric about $T$.

**Position of the extremum.** Let the heating and the sensitivity of the probe both decay exponentially, as $P=P_0e^{-z/\zeta}$ and $e^{-z/\delta}$. The signal $S$ is the stress weighted with the probe sensitivity, scaled so that it starts at $-1$; the constant thermal background is left out. Let $s=v|t-T|$. The stress at $T$ is $rP_0e^{-z/\zeta}$. From there it splits into halves again, and the half that moves up returns from the surface with opposite sign. For a film much thicker than $\zeta$ and $\delta$,

$$
\frac{\sigma}{rP_0}=\tfrac12e^{-(z+s)/\zeta}+
\begin{cases}
+\tfrac12e^{-(z-s)/\zeta}, & z>s,\\
-\tfrac12e^{-(s-z)/\zeta}, & z<s.
\end{cases}
$$

Weighting with $e^{-z/\delta}$ and integrating over $z$ needs three integrals. With $q=\zeta\delta/(\zeta+\delta)$ and $p=\zeta\delta/(\zeta-\delta)$ they are

$$
\tfrac12q\,e^{-s/\zeta},\qquad \tfrac12q\,e^{-s/\delta},\qquad -\tfrac12p\left(e^{-s/\zeta}-e^{-s/\delta}\right).
$$

The scaling divides their sum by $q$. Because $p/q=(\zeta+\delta)/(\zeta-\delta)$, the factor of $e^{-s/\delta}$ is $\tfrac12(1+p/q)=\zeta/(\zeta-\delta)$, and that of $e^{-s/\zeta}$ is $\tfrac12(1-p/q)=-\delta/(\zeta-\delta)$. Hence

$$
S=r\,\frac{\zeta e^{-s/\delta}-\delta e^{-s/\zeta}}{\zeta-\delta}.
$$

At $s=0$ this is $r$. Take $\zeta>\delta$; the expression is unchanged when the two lengths are exchanged, so the other order needs no separate treatment. The derivative of $S/r$ is

$$
\frac{1}{\zeta-\delta}\left(-\frac{\zeta}{\delta}e^{-s/\delta}+\frac{\delta}{\zeta}e^{-s/\zeta}\right).
$$

It is negative at $s=0$ and vanishes once, where $\zeta e^{-s/\delta}=(\delta^2/\zeta)e^{-s/\zeta}$. There $S/r=-(\delta/\zeta)e^{-s/\zeta}$, which is smaller than 1 in magnitude, and beyond that point $S$ returns to zero. The largest excursion is thus at $s=0$, that is at $t=2d/v$, whatever the two depths are. In this model the delay to read from the trace is that of the echo's peak, not that of its first rise.

## Numbers for aluminium on tantalum

With a density of 2700 kg/m³ for aluminium, and rough values of 16650 kg/m³ and 4100 m/s for tantalum, the impedances are

$$
Z_f=2700\times6420=17.3\times10^6,\qquad Z_s=16650\times4100=68.3\times10^6
$$

in kg/(m² s). The reflection factor is

$$
r=\frac{68.3-17.3}{68.3+17.3}\approx0.60 .
$$

The signal starts negative, because the heated surface is compressed, and the echo has a positive peak with about 60 % of the initial size. On either side of the peak the formula for $S$ gives a shallow negative dip.

These statements were tested by integrating the momentum equation and Hooke's law numerically on a layered grid, with cells 0.05 nm wide in the aluminium, $\zeta=10$ nm and $\delta=8$ nm. The relation $d=vt/2$ does not enter the integration. A film of 80.25 nm gave its echo at 25.00 ps with height 0.595. The film of 160.5 nm from the tempting solution gave it at 50.00 ps. Changing the depths to $\zeta=20$ nm and $\delta=12$ nm, with the 80.25 nm film kept, left the echo at 25.00 ps.

The substrate decides the size and sign of the echo, not its time. If $Z_s=Z_f$, then $r=0$ and the thickness cannot be measured in this way. If the substrate is acoustically softer than the film, $r$ is negative and the echo is inverted. For $Z_s=Z_f/2$ the formula gives $r=(0.5-1)/(0.5+1)=-1/3$, and the integration gave $-0.333$, again at 25 ps.

There is also an arrangement in which $d=vt$ is right. If the substrate is transparent and the probe reads the film from the substrate side, while the pump still heats the free surface, the first arrival has crossed the film once. Sound that starts at the free surface itself reaches the substrate at $t=d/v$, and if this moment is 25 ps, the film is 160.5 nm thick. The incoming stress changes there from compression to tension, so the largest signal need not fall exactly at $d/v$. The factor 1/2 belongs to the geometry of the measurement, not to the sound.

## How many digits to keep

The result $d=vt/2$ is a product, so small errors in delay and speed enter as

$$
\delta d=\frac{v\,\delta t}{2},\qquad \frac{\delta d}{d}=\frac{\delta v}{v}.
$$

An error of 0.5 ps in the delay, whether from reading the peak or from setting the zero of time, changes the thickness by $6420\times0.5\times10^{-12}/2$ m $=1.6$ nm. This alone removes the decimals of 80.25 nm.

The speed depends on how the crystal grains are oriented. With rough elastic constants of aluminium ($c_{11}=107$, $c_{12}=61$, $c_{44}=28$ GPa), the longitudinal speed is about 6300 m/s along [100] and 6500 m/s along [111]. The same 25 ps would then mean about 79 nm or 81 nm. Steady heating by 10 K, with a rough speed loss of 0.02 % per kelvin, lowers the inferred thickness by 0.16 nm.

Other effects can shift the echo or change its shape. Each was added separately to the 80.25 nm film, with everything else held fixed.

- **Oxide.** Aluminium in air carries a thin oxide skin. A layer of 2.99 nm (rough values 3000 kg/m³ and 8000 m/s) delays the echo by 0.75 ps. This equals the time for crossing the oxide twice, $2\times2.99\ \text{nm}/(8000\ \text{m/s})$. The film reads 2.4 nm too thick. The equality holds for the sharp peak of the model. The oxide also skews the echo, and with a time resolution of 0.3 ps the shift is about 0.8 ps.
- **Contaminated bond.** A soft residue of 0.5 nm between film and substrate (rough values 1000 kg/m³ and 2000 m/s, so an impedance of $2.0\times10^6$ kg/(m² s)) changes the shape of the echo. The sound now meets the residue first, where the reflection factor is $(2.0-17.3)/(2.0+17.3)=-0.79$. This part returns inverted and without delay. The sound that enters the residue reverberates between its faces, with factors 0.94 at the tantalum and 0.79 at the aluminium, and leaks back as positive copies of the echo. The $k$-th copy is late by $k\times0.5$ ps and has the factor $(1-0.79^2)(0.94)(0.94\times0.79)^{k-1}$. Adding all parts with the shape $S/r$ found above gives about $-0.67$ at 25 ps: a sharp negative dip, followed by a positive peak. In the integration the positive peak came 1.5 ps late, with height 0.434 instead of 0.595. Reading that peak makes the film 4.8 nm too thick, almost ten times the thickness of the residue. Here the assumption of a perfect bond fails, and with it the statement that the reflection adds no delay.
- **Delayed heating.** The light heats the electrons first, and they pass the energy to the lattice. An exponential response with a rough time of 0.3 ps moves the peak by 0.18 ps, or about 0.6 nm.
- **Heat diffusion.** With a rough diffusivity of 1 cm²/s, and the heat kept within the film, it spreads noticeably while the sound is leaving. The peak became lower, about 0.54 instead of 0.595, but its sharp tip did not move within the two decimals of a picosecond quoted here. The echo is no longer symmetric, however: within 4 ps of the peak, values at equal times before and after it differ by up to 0.18 of the initial signal. With a finite time resolution the peak therefore comes early, by about 0.1 ps (0.4 nm) for a Gaussian response 0.5 ps wide.

The oxide, the bond and the delayed heating all delay the positive peak, so they make the film read too thick. Heat diffusion seen with pulses of finite width acts the other way, but for the values used here it is much smaller than the shifts from the oxide and the bond.

## The model and a real measurement

An aluminium film can serve as heater and thermometer in a thermoreflectance measurement, where the film's heat capacity per area, and hence its thickness, enters the analysis of the data. Depths of about 10 nm are of the right order for the absorption of light in aluminium. The heating depth is larger, because hot electrons carry the energy inward before they pass it to the lattice. With a rough conductivity $\kappa=237$ W/(m K) and an electron-lattice coupling $g$ of 2.4 to $4.9\times10^{17}$ W/(m³ K), the length $\sqrt{\kappa/g}$ is 20 to 30 nm. Some heat then reaches the interface, so a film much thicker than $\zeta$ and a stress-free substrate are only approximations for an 80 nm film, and the echo heights given above should not be expected in a measurement. Of the four effects tried above, the bond and the oxide matter most: for the layers and optical depths assumed there, they move a thickness read from the positive peak by about 5 nm and 2 nm. The shift from the bond is not a fixed correction, because it also depends on the optical depths. A real probe may also respond to strain with a sensitivity that changes sign with depth. As long as the heat stays in place, the echo is then still symmetric about $2d/v$, but its largest excursion may lie elsewhere, and the centre of symmetry is the feature to read. In aluminium the heat spreads by about 50 nm within 25 ps, which breaks the symmetry, so an accurate reading needs a model of the echo that includes the heat flow.

For a clean, well-bonded film, then, a round trip of 25 ps means a thickness of about 80 nm, uncertain by a few nanometres unless the timing, the oxide and the grain orientation are known. The computed values are collected in the numerical output below.

## Calculated quantities

```
Sound speed in Al: 6420 m/s
Echo delay: 25.0 ps
Film thickness v t / 2: 80.25 nm
One-way time: 12.50 ps
Mistaken thickness v t: 160.5 nm
Al density: 2700 kg/m^3
Ta density (rough): 16650 kg/m^3
Ta sound speed (rough): 4100 m/s
Al impedance: 17.3 10^6 kg/(m^2 s)
Ta impedance: 68.3 10^6 kg/(m^2 s)
Stress reflection factor r: 0.595
Heating depth (rough): 10 nm
Probe depth (rough): 8 nm
Simulated echo time, film of v t / 2: 25.00 ps
Simulated echo height / initial size: 0.595
Simulated echo time, mistaken film: 50.00 ps
Simulated echo time, 60 nm film: 18.69 ps
Echo time, 20 nm heating, 12 nm probe: 25.00 ps
Echo height on substrate of half Z_al: -0.333
Largest revival error / surface stress: 2e-14
Largest echo asymmetry within 4 ps: 5e-07
Oxide thickness: 2.99 nm
Oxide echo shift: 0.75 ps
Oxide: thickness change: 2.40 nm
Soft bond layer thickness: 0.50 nm
Soft bond echo shift: 1.50 ps
Soft bond: thickness change: 4.80 nm
Soft bond echo height: 0.434
Heat diffusivity (rough): 1.0 cm^2/s
Heat diffusion echo shift: 0.00 ps
Heat diffusion: thickness change: 0.00 nm
Heat diffusion echo height: 0.537
Electron-lattice time (rough): 0.3 ps
Electron-lattice echo shift: 0.18 ps
Electron-lattice: thickness change: 0.57 nm
Al speed along [100]: 6295 m/s
Al speed along [111]: 6488 m/s
Thickness if [100] texture: 78.7 nm
Thickness if [111] texture: 81.1 nm
Timing error assumed: 0.5 ps
Timing error: thickness change: 1.60 nm
Steady heating assumed: 10 K
Speed loss per K (rough): 0.02 %
Steady heating: thickness change: -0.16 nm
```
